# Maximum Electron Probe Current Limited by Brightness and Spherical Aberration: verification in Python

```python
"""
Result under test: the largest current in an electron probe of diameter d is
    I_max = (3 pi^2/16) B d^(8/3) Cs^(-2/3),  at half-angle a = (d/Cs)^(1/3).
B  : brightness, current per projected area per steradian, at final energy
Cs : third-order spherical aberration coefficient (specimen side)
dg : diameter of the unaberrated source image;  ds = Cs a^3/2 : aberration disc
Blurs add in quadrature, d^2 = dg^2 + ds^2; diffraction is neglected.
SI units inside the program; practical units in the printed output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import i0, i1

pi = np.pi
# ---------- example inputs: rough typical values, tungsten-hairpin SEM ----------
voltage = 20e3            # V
brightness = 5e4 * 1e4    # A/(m^2 sr)
Cs = 20e-3                # m
Cc = 10e-3                # m
energy_spread = 2.0       # eV
working_distance = 10e-3  # m
probe = 100e-9            # m
cathode_J = 3e4           # A/m^2
cathode_T = 2800.0        # K

q, m, c = const.e, const.m_e, const.c
momentum = np.sqrt(2 * m * q * voltage + (q * voltage / c) ** 2)
wavelength = const.h / momentum
speed = momentum * c**2 / (m * c**2 + q * voltage)
chrom_slope = Cc * energy_spread / voltage   # chromatic diameter / half-angle
diff_product = 1.22 * wavelength             # diffraction diameter * half-angle


# ---------- rays in an accelerating lens (unit mass, scaled units) ----------
# The kinetic energy obeys Laplace's equation; both end planes are equipotentials.
def kinetic(x, y, z):
    return 1 + 0.8 * z + 0.3 * np.sin(2 * z) * i0(2 * np.hypot(x, y))


def ray_slope(z, state):
    x, y, px, py = state
    r = np.hypot(x, y)
    pz = np.sqrt(2 * kinetic(x, y, z) - px**2 - py**2)
    force_over_r = 0.6 * np.sin(2 * z) * (i1(2 * r) / r if r > 1e-12 else 1.0)
    return [px / pz, py / pz, force_over_r * x / pz, force_over_r * y / pz]


def trace(state):
    sol = solve_ivp(ray_slope, (0, pi), state, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


start = np.array([0.20, -0.10, 0.10, 0.05])
step = 1e-4
jacobian = np.array([(trace(start + step * e) - trace(start - step * e)) / (2 * step)
                     for e in np.eye(4)]).T
phase_det = np.linalg.det(jacobian)
assert abs(phase_det - 1) < 1e-5     # finite-difference error
# volume in position and direction sines changes as the inverse of p^2
p_in = np.sqrt(2 * kinetic(0, 0, 0))
p_out = np.sqrt(2 * kinetic(0, 0, pi))
to_sines_out = np.diag([1, 1, 1 / p_out, 1 / p_out])
from_sines_in = np.diag([1, 1, p_in, p_in])
direction_det = np.linalg.det(to_sines_out @ jacobian @ from_sines_in)
energy_ratio = kinetic(0, 0, 0) / kinetic(0, 0, pi)
assert abs(direction_det / energy_ratio - 1) < 1e-5

# first departure from linear imaging is cubic: (x/p - const) grows as p^2
gain = [trace([0, 0, p, 0])[0] / p for p in (0.01, 0.02, 0.04)]
cubic_ratio = (gain[2] - gain[1]) / (gain[1] - gain[0])
assert abs(cubic_ratio - 4) < 0.2    # fifth-order terms remain


# ---------- numerical optimum of the current, straight from the definitions ----------
def current(a, d, cs, chrom=0.0, diff=0.0, linear=False):
    ds = cs * a**3 / 2
    if linear:
        dg_squared = (d - ds) ** 2
    else:
        dg_squared = d**2 - ds**2 - (chrom * a) ** 2 - (diff / a) ** 2
    return brightness * (pi * dg_squared / 4) * (pi * a**2)


def best(d, cs, **blur):
    a_top = (2 * d / cs) ** (1 / 3)      # aberration alone fills the probe here
    scale = brightness * d**2 * a_top**2
    res = minimize_scalar(lambda x: -current(x * a_top, d, cs, **blur) / scale,
                          bounds=(1e-6, 1), method="bounded",
                          options={"xatol": 1e-10})
    return res.x * a_top, -res.fun * scale


def formula(d, cs):
    return 3 * pi**2 / 16 * brightness * d ** (8 / 3) * cs ** (-2 / 3)


a_best, I_best = best(probe, Cs)
assert abs(a_best / (probe / Cs) ** (1 / 3) - 1) < 1e-5
assert abs(I_best / formula(probe, Cs) - 1) < 1e-8
exponent_d = np.log10(best(10 * probe, Cs)[1] / I_best)
exponent_cs = np.log10(best(probe, 10 * Cs)[1] / I_best)
assert abs(exponent_d - 8 / 3) < 1e-7 and abs(exponent_cs + 2 / 3) < 1e-7
ds_best = Cs * a_best**3 / 2
dg_best = np.sqrt(probe**2 - ds_best**2)
assert abs(ds_best / probe - 0.5) < 1e-5
assert abs(dg_best / probe - np.sqrt(3) / 2) < 1e-5

# inverse problem: smallest probe that carries 1 nA
I_given = 1e-9
inverse = minimize_scalar(
    lambda u: np.log(4 * I_given / (pi**2 * brightness * np.exp(2 * u))
                     + (Cs * np.exp(3 * u) / 2) ** 2),
    bounds=(np.log(1e-4), np.log(0.1)), method="bounded", options={"xatol": 1e-10})
d_small = np.exp(inverse.fun / 2)
d_small_formula = (16 * I_given / (3 * pi**2 * brightness)) ** (3 / 8) * Cs**0.25
assert abs(d_small / d_small_formula - 1) < 1e-8

# linear addition of blurs: same exponents, other prefactor
I_linear = best(probe, Cs, linear=True)[1]
linear_exp_d = np.log10(best(10 * probe, Cs, linear=True)[1] / I_linear)
linear_exp_cs = np.log10(best(probe, 10 * Cs, linear=True)[1] / I_linear)
assert abs(linear_exp_d - 8 / 3) < 1e-7 and abs(linear_exp_cs + 2 / 3) < 1e-7

# ---------- projected solid angle of the cone ----------
cone = quad(lambda t: 2 * pi * np.cos(t) * np.sin(t), 0, a_best)[0]
cone_error = 1 - cone / (pi * a_best**2)
assert 0 < cone_error < a_best**2

# ---------- disc of least confusion by minimax over the focal plane ----------
angles = np.linspace(0, a_best, 20001)
unit_z = Cs * a_best**2
waist = minimize_scalar(
    lambda s: np.max(np.abs(Cs * angles**3 - s * unit_z * angles)) / (Cs * a_best**3),
    bounds=(0, 1.5), method="bounded", options={"xatol": 1e-9})
assert abs(2 * waist.fun - 0.5) < 1e-4 and abs(waist.x - 0.75) < 1e-3

# ---------- quadrature rule from sampled rays at the optimum ----------
rng = np.random.default_rng(7)
n_rays = 400000


def disc(radius):
    return (radius * np.sqrt(rng.random(n_rays))
            * np.exp(2j * pi * rng.random(n_rays)))


source = disc(dg_best / 2)
pupil = disc(a_best)


def landing(s):
    return source + (Cs * np.abs(pupil) ** 2 - s * unit_z) * pupil


focus = minimize_scalar(lambda s: np.mean(np.abs(landing(s)) ** 2) / probe**2,
                        bounds=(0, 1.5), method="bounded")
d_rms = np.sqrt(8 * focus.fun) * probe
rms_coefficient = np.sqrt(2) / 3
d_rms_rule = np.hypot(dg_best, rms_coefficient * Cs * a_best**3)
assert abs(d_rms / d_rms_rule - 1) < 3e-3      # sampling noise
assert abs(focus.x - 2 / 3) < 0.02             # sampling noise
inside = np.mean(np.abs(landing(focus.x)) < probe / 2)

# ---------- thermal limit of axial brightness ----------
V_star = voltage * (1 + q * voltage / (2 * m * c**2))
kT = const.k * cathode_T
B_limit = cathode_J * q * V_star / (pi * kT)
small_angle = 1e-5
edge = momentum * small_angle / np.sqrt(m * kT)   # in thermal momentum units
weight = lambda u: u * np.exp(-u * u / 2)
share = quad(weight, 0, edge, epsabs=0)[0] / quad(weight, 0, np.inf)[0]
assert abs(cathode_J * share / (pi * small_angle**2) / B_limit - 1) < 1e-4

# ---------- neglected effects ----------
a_diff, I_diff = best(probe, Cs, diff=diff_product)
a_chrom, I_chrom = best(probe, Cs, chrom=chrom_slope)
a_full, I_full = best(probe, Cs, chrom=chrom_slope, diff=diff_product)
diff_loss = pi**2 / 4 * brightness * diff_product**2
d_check = 10e-9                                   # small probe: loss well resolved
a_check, I_check = best(d_check, Cs, diff=diff_product)
assert abs((best(d_check, Cs)[1] - I_check) / diff_loss - 1) < 1e-5
assert abs(a_check / best(d_check, Cs)[0] - 1) < 1e-5
assert a_chrom < a_best


def ten_percent_diameter(**blur):
    return brentq(lambda d: best(d, Cs, **blur)[1] / best(d, Cs)[1] - 0.9,
                  3e-9, 1e-6, xtol=1e-13)


d10_diff = ten_percent_diameter(diff=diff_product)
d10_chrom = ten_percent_diameter(chrom=chrom_slope)
both = dict(chrom=chrom_slope, diff=diff_product)
local_exponent = (np.log(best(1.01 * probe, Cs, **both)[1]
                         / best(probe / 1.01, Cs, **both)[1]) / (2 * np.log(1.01)))
space_charge = (q * I_best * working_distance
                / (2 * pi * const.epsilon_0 * a_best * momentum * speed**2))
spacing = speed * q / I_best
assert space_charge < 0.01 * probe

# ---------- output ----------
print("INPUTS (rough typical values, tungsten-hairpin SEM)")
print(f"beam voltage                          {voltage/1e3:.0f} kV")
print(f"brightness B                          {brightness/1e4:.1e} A/(cm^2 sr)")
print(f"Cs, Cc                                {Cs*1e3:.0f}, {Cc*1e3:.0f} mm")
print(f"energy spread                         {energy_spread:.1f} eV")
print(f"working distance                      {working_distance*1e3:.0f} mm")
print(f"probe diameter d                      {probe*1e9:.0f} nm")
print(f"cathode J, T                          {cathode_J/1e4:.0f} A/cm^2, {cathode_T:.0f} K")
print(f"thermal limit of axial brightness     {B_limit/1e4:.2e} A/(cm^2 sr)")
print("TESTS OF THE STEPS")
print(f"phase-space determinant, traced rays  {phase_det:.7f}")
print(f"position-direction determinant        {direction_det:.6f}")
print(f"energy ratio in/out                   {energy_ratio:.6f}")
print(f"cubic-law ratio (4 expected)          {cubic_ratio:.4f}")
print(f"least-confusion diameter/(Cs a^3)     {2*waist.fun:.5f}")
print(f"its plane/(Cs a^2)                    {waist.x:.4f}")
print(f"relative error of pi a^2              {cone_error:.1e}")
print(f"exponent of d, numerical optimum      {exponent_d:.6f}")
print(f"exponent of Cs, numerical optimum     {exponent_cs:.6f}")
print(f"linear sum: exponents of d, Cs        {linear_exp_d:.6f}, {linear_exp_cs:.6f}")
print(f"linear sum: current/quadrature value  {I_linear/I_best:.4f}")
print("OPTIMUM PROBE")
print(f"prefactor 3 pi^2/16                   {3*pi**2/16:.4f}")
print(f"best half-angle                       {a_best*1e3:.2f} mrad")
print(f"source image dg                       {dg_best*1e9:.1f} nm")
print(f"aberration disc ds                    {ds_best*1e9:.1f} nm")
print(f"maximum current, numerical            {I_best*1e9:.3f} nA")
print(f"maximum current, formula              {formula(probe, Cs)*1e9:.3f} nA")
print(f"smallest probe for {I_given*1e9:.0f} nA               {d_small*1e9:.1f} nm")
print(f"rms-equivalent diameter, sampled      {d_rms*1e9:.2f} nm")
print(f"rms-equivalent diameter, rule         {d_rms_rule*1e9:.2f} nm")
print(f"current inside diameter d, sampled    {100*inside:.1f} %")
print("NEGLECTED EFFECTS")
print(f"electron wavelength                   {wavelength*1e12:.2f} pm")
print(f"diffraction diameter at best angle    {diff_product/a_best*1e9:.2f} nm")
print(f"chromatic diameter at best angle      {chrom_slope*a_best*1e9:.1f} nm")
print(f"current lost to diffraction           {diff_loss*1e12:.3f} pA")
print(f"relative loss, diffraction only       {100*(1-I_diff/I_best):.4f} %")
print(f"relative loss, chromatic only         {100*(1-I_chrom/I_best):.2f} %")
print(f"current with both                     {I_full*1e9:.3f} nA")
print(f"best half-angle with both             {a_full*1e3:.2f} mrad")
print(f"local exponent of d with both         {local_exponent:.3f}")
print(f"d for 10 % loss by diffraction        {d10_diff*1e9:.1f} nm")
print(f"d for 10 % loss by chromatic blur     {d10_chrom*1e9:.1f} nm")
print(f"smooth space-charge shift, edge ray   {space_charge*1e9:.4f} nm")
print(f"mean distance between electrons       {spacing*1e3:.1f} mm")
print("d (nm) | I_max ideal (nA) | with chromatic and diffraction (nA)")
for d in (20e-9, 50e-9, 100e-9, 200e-9, 500e-9):
    print(f"{d*1e9:5.0f}  | {best(d, Cs)[1]*1e9:10.4f} | {best(d, Cs, **both)[1]*1e9:10.4f}")
print("PASS")
```

Printed output:

```
INPUTS (rough typical values, tungsten-hairpin SEM)
beam voltage                          20 kV
brightness B                          5.0e+04 A/(cm^2 sr)
Cs, Cc                                20, 10 mm
energy spread                         2.0 eV
working distance                      10 mm
probe diameter d                      100 nm
cathode J, T                          3 A/cm^2, 2800 K
thermal limit of axial brightness     8.07e+04 A/(cm^2 sr)
TESTS OF THE STEPS
phase-space determinant, traced rays  1.0000000
position-direction determinant        0.284635
energy ratio in/out                   0.284635
cubic-law ratio (4 expected)          4.0004
least-confusion diameter/(Cs a^3)     0.50000
its plane/(Cs a^2)                    0.7500
relative error of pi a^2              9.7e-05
exponent of d, numerical optimum      2.666667
exponent of Cs, numerical optimum     -0.666667
linear sum: exponents of d, Cs        2.666667, -0.666667
linear sum: current/quadrature value  0.4725
OPTIMUM PROBE
prefactor 3 pi^2/16                   1.8506
best half-angle                       17.10 mrad
source image dg                       86.6 nm
aberration disc ds                    50.0 nm
maximum current, numerical            2.706 nA
maximum current, formula              2.706 nA
smallest probe for 1 nA               68.9 nm
rms-equivalent diameter, sampled      98.55 nm
rms-equivalent diameter, rule         98.60 nm
current inside diameter d, sampled    89.3 %
NEGLECTED EFFECTS
electron wavelength                   8.59 pm
diffraction diameter at best angle    0.61 nm
chromatic diameter at best angle      17.1 nm
current lost to diffraction           0.135 pA
relative loss, diffraction only       0.0050 %
relative loss, chromatic only         3.82 %
current with both                     2.602 nA
best half-angle with both             16.93 mrad
local exponent of d with both         2.719
d for 10 % loss by diffraction        5.8 nm
d for 10 % loss by chromatic blur     47.4 nm
smooth space-charge shift, edge ray   0.0089 nm
mean distance between electrons       4.8 mm
d (nm) | I_max ideal (nA) | with chromatic and diffraction (nA)
   20  |     0.0370 |     0.0265
   50  |     0.4261 |     0.3861
  100  |     2.7055 |     2.6019
  200  |    17.1790 |    16.9151
  500  |   197.7748 |   196.8749
PASS
```
